# Resistivity of a Thin Film from Four Collinear Probes

## Problem

A conducting film of thickness $t=100$ nm lies on an insulating substrate. Four point probes touch it along a straight line, with equal spacing $s$. A current $I=1$ mA enters through the first probe and leaves through the fourth. The voltage between the second and third probes is $V=10$ mV. The film is uniform and isotropic, and it extends far beyond the probes.

(a) What is the resistivity $\rho$ of the film?

(b) For $s=1$ mm and a film deposited as a disc of diameter $d=100$ mm, with the probes at its centre, how good are the assumptions "thin" and "wide"?

(c) Which practical errors limit the result?

The voltage is taken as positive, from the probe nearer the current entry to the probe nearer the exit. The classical relations below hold in any consistent set of units.

## First estimate by scaling

If $s\gg t$, the current soon fills the thickness of the film and then spreads sideways. A rectangular strip of length $\ell$ and width $w$, carrying current along its length, has resistance

$$
\frac{\rho\ell}{wt}=R_s\frac{\ell}{w},\qquad R_s=\frac{\rho}{t}.
$$

The sheet resistance $R_s$ is therefore the resistance of a square of any size. In a wide, thin film with point probes, $s$ is the one remaining length. No dimensionless ratio can be formed from it, so $V/I$ must be a pure number times $R_s$, independent of $s$.

Scaling does not supply that number. Taking it as one treats the region between the inner probes as a single square carrying the whole current:

$$
R_s\sim\frac{V}{I}=\frac{10\ \text{mV}}{1\ \text{mA}}=10\ \Omega .
$$

With $t=10^{-5}$ cm, this gives $\rho\sim10\times10^{-5}=1\times10^{-4}\ \Omega\,$cm. The current actually spreads over a width greater than $s$, so less of it passes between the inner probes than the estimate assumes. The same voltage then requires a larger resistivity, and the estimate should be low.

## Exact solution for a wide, thin film

**One current probe.** Let current $I$ enter an infinite sheet at one point. By symmetry it flows radially. A circle of radius $r$ has circumference $2\pi r$, so the current per unit width is

$$
K(r)=\frac{I}{2\pi r}.
$$

Ohm's law for the sheet gives the radial field $E=R_sK$. Since $E=-d\phi/dr$,

$$
\frac{d\phi}{dr}=-\frac{R_sI}{2\pi r},
\qquad
\phi(r)=-\frac{R_sI}{2\pi}\ln r+C .
$$

Changing the unit of length changes only the constant $C$, which has no effect on a voltage.

**Source and sink.** Place the probes at $x=0,s,2s,3s$. The equations are linear, so the potentials of the source at $0$ and the sink at $3s$ add. The sink has current $-I$. Between them,

$$
\phi(x)=-\frac{R_sI}{2\pi}\left[\ln x-\ln(3s-x)\right].
$$

At the inner probes,

$$
\phi(s)=-\frac{R_sI}{2\pi}(\ln s-\ln2s)=+\frac{R_sI}{2\pi}\ln2,
$$

$$
\phi(2s)=-\frac{R_sI}{2\pi}(\ln2s-\ln s)=-\frac{R_sI}{2\pi}\ln2 .
$$

Subtraction gives

$$
V=\phi(s)-\phi(2s)=\frac{R_sI}{\pi}\ln2 .
$$

The spacing has cancelled, as scaling required. Solving for $R_s$ and multiplying by $t$,

$$
\boxed{\rho=\frac{\pi}{\ln2}\,t\,\frac VI }.
$$

**Numbers.** With $\pi/\ln2=4.5324$,

$$
R_s=4.5324\times10\ \Omega=45.32\ \Omega\text{ per square},
$$

$$
\rho=45.32\ \Omega\times10^{-5}\ \text{cm}
=4.53\times10^{-4}\ \Omega\,\text{cm}.
$$

To two figures the answer to (a) is $4.5\times10^{-4}\ \Omega\,$cm, or $4.5\times10^{-6}\ \Omega\,$m.

## Comparison of the two results

The scaling estimate has the correct dependence on $t$, $V$ and $I$, but it is low by the factor $4.53$. This factor can be read as an effective width. A strip of length $s$ carrying the whole current would give the same voltage if its width were $(\pi/\ln2)s=4.53s$.

The field halfway between the inner probes shows where most of this factor comes from. That point is $3s/2$ from both source and sink, and their fields add:

$$
E_{\rm mid}=2\,\frac{R_sI}{2\pi(3s/2)}=\frac{2R_sI}{3\pi s}.
$$

Treating this field as constant over the distance $s$ gives $V\approx2R_sI/(3\pi)$, hence $R_s\approx(3\pi/2)V/I=4.71\,V/I$. This is 4% above the exact coefficient. The sign follows from the field on the line, which is proportional to $1/x+1/(3s-x)=3s/[x(3s-x)]$. The denominator is largest at the midpoint, so the field is smallest there. The improved estimate therefore predicts too little voltage for a given $R_s$ and too large an $R_s$ for a given voltage.

## How thin is thin?

Let $z$ be the depth below the upper face. No current crosses the faces $z=0$ and $z=t$, so the potential of one surface probe can be expanded in functions whose slope vanishes on both:

$$
\phi(r,z)=\phi_0(r)+\sum_{m=1}^{\infty}\phi_m(r)\cos\frac{m\pi z}{t}.
$$

Current conservation reads $\nabla^2\phi=-\rho I\,\delta^3$, with the source just inside the upper face. Averaging over the thickness gives the equation for $\phi_0$. Multiplying by the cosine and integrating gives the others, with $\int_0^t\cos^2(m\pi z/t)\,dz=t/2$:

$$
\nabla_{2}^2\phi_0=-\frac{\rho I}{t}\delta^2,\qquad
\left(\nabla_{2}^2-\frac{m^2\pi^2}{t^2}\right)\phi_m=-\frac{2\rho I}{t}\delta^2 .
$$

Here $\nabla_2^2$ acts in the plane. The first equation gives the logarithm already found. The second has the decaying solution $\phi_m=(\rho I/\pi t)K_0(m\pi r/t)$. The modified Bessel function $K_0(x)$ behaves as $-\ln x$ near zero, which fixes the prefactor, and as $\sqrt{\pi/2x}\,e^{-x}$ at large $x$.

Source and sink contribute equally to the voltage, so $V=2[\phi(s,0)-\phi(2s,0)]$, and

$$
V=\frac{\rho I}{\pi t}\left\{\ln2+2\sum_{m=1}^{\infty}
\left[K_0\!\left(\frac{m\pi s}{t}\right)-K_0\!\left(\frac{2m\pi s}{t}\right)\right]\right\}.
$$

For $t$ well below $s$, the leading relative increase in voltage is $2K_0(\pi s/t)/\ln2$. At $t/s=0.5$ it is 0.2645%. A separate calculation represented the insulating faces by equal image sources at heights $2nt$, for all integers $n$, and gave the same 0.2645%. In the present film $t/s=10^{-4}$, and the correction is of order $10^{-13645}$. Finite thickness is therefore irrelevant to the geometrical factor.

The opposite limit is a body much thicker than $s$. Current then spreads through a hemisphere of area $2\pi r^2$, so $\phi=\rho I/(2\pi r)$ and

$$
V=2\,\frac{\rho I}{2\pi}\left(\frac1s-\frac1{2s}\right)=\frac{\rho I}{2\pi s}.
$$

Used for this film, that formula would give $\rho=2\pi sV/I=6.28\ \Omega\,$cm, too large by a factor of about 14,000. In a thick body the spacing matters; in a thin film the thickness takes its place.

## How wide is wide?

Put the origin at the centre of the disc, whose radius is $R=d/2$. The source is at $-3s/2$, the sink at $3s/2$, and the inner probes at $\mp s/2$. The current must not cross the rim.

Use the complex number $z$ for position in the plane. For a source at real position $b$, add an equal image at $R^2/b$. The radial derivative of the two logarithms, multiplied by $R$, is on the rim

$$
\operatorname{Re}\frac{z}{z-b}+\operatorname{Re}\frac{z}{z-R^2/b}.
$$

Since $R^2=z\bar z$ there, the second fraction equals $b/(b-\bar z)$, which has the same real part as $b/(b-z)$. The sum is $\operatorname{Re}[(z-b)/(z-b)]=1$. This constant does not depend on $b$, so it cancels between source and sink, and the rim is insulating.

The images lie at $\mp b'$, where $b'=R^2/(3s/2)=d^2/(6s)$. Their potential is

$$
\phi_{\rm im}(x)=-\frac{R_sI}{2\pi}\left[\ln(b'+x)-\ln(b'-x)\right].
$$

The added voltage is therefore

$$
\phi_{\rm im}(-s/2)-\phi_{\rm im}(s/2)
=\frac{R_sI}{\pi}\ln\frac{b'+s/2}{b'-s/2}
=\frac{R_sI}{\pi}\ln\frac{d^2+3s^2}{d^2-3s^2}.
$$

The edge raises the voltage because it confines the current. For $d/s=100$ the increase is 0.087% of the wide-film voltage. Correcting for it lowers $\rho$ from $4.532$ to $4.528\times10^{-4}\ \Omega\,$cm.

A smaller disc makes the effect easier to see. A network of equal resistors with $d/s=15.0$ gave $V/(R_sI)=0.2292$. The disc formula gives 0.2291, while the wide-film value is 0.2206.

## Errors in the measurement

**Thickness.** Since $\rho$ is proportional to $t$, an error of 5 nm in 100 nm changes it by 5%, or about $0.2\times10^{-4}\ \Omega\,$cm.

**Probe positions.** For probes at $x_1,\ldots,x_4$, the logarithmic potential gives

$$
V=\frac{R_sI}{2\pi}\ln\frac{(x_3-x_1)(x_4-x_2)}{(x_2-x_1)(x_4-x_3)}.
$$

Shift each probe by a small $\delta_i$ along the line. The distances in the numerator are $2s$ and those in the denominator are $s$. The unperturbed logarithm is $2\ln2$, so to first order

$$
\frac{\delta V}{V}=\frac{\delta_1-3\delta_2+3\delta_3-\delta_4}{4s\ln2}.
$$

A common shift cancels. Independent errors of rms size $\delta$ add in squares. Since $1+9+9+1=20$, the rms relative error is $\sqrt{20}\,\delta/(4s\ln2)=\sqrt5\,\delta/(2s\ln2)$. With $\delta=10$ µm this is 1.6%. If every shift has magnitude $\delta$ and the least favourable sign, the first-order error is $2\delta/(s\ln2)$, or 2.9%. Equal spacing matters even though its common value cancels.

**Contacts and meter.** Suppose each contact has a resistance of 1000 Ω. A two-wire measurement would include 2000 Ω from its two contacts, far more than the four-probe ratio $V/I=10\ \Omega$. In the four-probe arrangement, a voltmeter of 10 MΩ draws 10 mV/10 MΩ = 1 nA. The loss in the two voltage contacts is $2000\ \Omega\times1$ nA, or 0.02% of the signal.

A thermal voltage of 5 µV would add 0.05%. Reversing the current changes the sign of the resistive voltage but not of a steady thermal voltage. Half the difference of the two readings removes the latter.

**Heating.** Around a current contact of radius $a$, the film produces heat $R_sK^2$ per unit area. A point power $P$ on the surface of a deep substrate of thermal conductivity $\kappa$ raises the temperature at distance $r$ by $P/(2\pi\kappa r)$. This follows from heat flow through hemispheres. Adding rings of area $2\pi r\,dr$ gives, at the contact centre,

$$
\Delta T=\int_a^\infty\frac{R_sI^2}{4\pi^2r^2}\,\frac{2\pi r\,dr}{2\pi\kappa r}
=\frac{R_sI^2}{4\pi^2\kappa a}.
$$

For $a=25$ µm and $\kappa=1$ W/(m K), a rough value for glass, the rise is 0.046 K. Including the second current contact makes it 0.048 K. With a rough temperature coefficient of $10^{-3}$ per kelvin, the local resistivity changes by about 0.005%. These figures count only the heat produced in the film outside the contacts, and they refer to the contact centre; just outside the rim the rise is somewhat higher. If the current enters evenly over the contact area, as it nearly does when the contact resistance is large, then $K=Ir/(2\pi a^2)$ for $r<a$. The same ring integral over $0<r<a$ adds one third, raising 0.046 K to 0.061 K. A contact resistance of 1000 Ω, as assumed above, would itself produce $P=(1\ \text{mA})^2\times1000\ \Omega=1$ mW at each current contact. If all of this entered the substrate evenly over the contact disc, adding rings from $0$ to $a$ would give a rise of $P/(\pi\kappa a)$, about 13 K, at the contact centre. Halfway between the inner probes, at distance $3s/2$ from both current contacts, the rise would be $2P/[2\pi\kappa(3s/2)]=0.21$ K, which changes the resistivity there by about 0.02%. This last figure requires a substrate much thicker than $s$. On a substrate about as thick as $s$, the rise is smaller if the back face is held cold and can be larger if it is poorly cooled. Poor current contacts can therefore heat the film more than the current in the film does. Heat carried away by the probe or sideways by the film is left out. The voltage formulas above assume point probes. If all four contacts had radius $a$ and shorted the film beneath them, each would distort the field as a dipole of strength proportional to $a^2$. The voltage would then fall by the fraction $\frac{4}{3\ln2}(a/s)^2$, or 0.12% for $a=25$ µm. This is larger than the edge correction and opposite in sign, so the fourth figure of $\rho$ holds only for point probes.

## Film resistivity and bulk resistivity

The measurement gives an effective resistivity of the film. Carriers striking its surfaces can make this larger than the bulk value. To estimate the effect, take a carrier density $n=5\times10^{20}$ cm$^{-3}$ and spherical, parabolic bands. From $1/\rho=ne\mu$, the mobility is $\mu=27.5$ cm²/Vs.

Filling a sphere of states with two spins gives $n=2(4\pi k_F^3/3)/(2\pi)^3$, hence $k_F=(3\pi^2n)^{1/3}=2.455$ nm$^{-1}$. In atomic units ($\hbar=e=1$), the speed at the Fermi surface is $k_F/m$ and the mobility is $\mu=\tau/m$, where $\tau$ is the collision time. The mean free path is therefore

$$
\lambda=\frac{k_F}{m}\tau=k_F\mu ,
$$

and the mass cancels. Here $\lambda=4.45$ nm, much less than $t$.

Suppose the walls scatter diffusely, so that a departing carrier has lost its drift. At distance $z$ from the wall, a carrier moving at direction cosine $u$ to the wall normal has travelled $z/u$. Its drift is reduced by the fraction $e^{-z/(\lambda u)}$, the probability of no bulk collision since the wall. Current along the film weights directions by the square of the velocity component along the field. After averaging over azimuth and normalizing, the weight is $\frac34(1-u^2)\,du$ for $-1<u<1$. One wall affects the half with $u>0$. For $\lambda\ll t$ the $z$ integral can be extended to infinity, giving the fractional loss

$$
\frac1t\int_0^1\frac34(1-u^2)\,\lambda u\,du
=\frac{3\lambda}{4t}\left(\frac12-\frac14\right)=\frac{3\lambda}{16t}.
$$

Two walls remove $3\lambda/(8t)=1.7\%$ of the conductivity. A numerical average over the paths in the 100 nm film gives the same figure. Less diffuse walls would remove less. Here $\lambda$ was taken from the film resistivity; the bulk value is about 2% longer, which leaves the loss at 1.7%. Grain boundaries, which also raise the resistivity of a polycrystalline film above the single-crystal value, are not included in this estimate.

With an assumed effective mass of 0.35 electron masses, the Fermi energy is 0.66 eV, well above the thermal energy of 0.026 eV at 300 K, so using the Fermi surface is reasonable. Real films can depart from uniformity in depth. If current passes between all depths within a distance much shorter than $s$, the probes measure the total sheet conductance, $1/R_s=\int_0^t\sigma\,dz$, where $\sigma$ is the local conductivity. An insulating layer inside the film would instead hide the part below it. If, for illustration, the 10 nm next to the substrate did not conduct, the same reading would imply a resistivity of $45.32\ \Omega\times0.9\times10^{-5}$ cm $=4.1\times10^{-4}\ \Omega\,$cm for the remaining 90 nm. That change is larger than any of the corrections evaluated above.

For the stated setup, then, the thin-film and wide-film assumptions are sound, and among the measurement errors estimated here, the assumed thickness error is the largest, followed by probe placement. The numerical output lists the main values.

## Calculated quantities

```
Film thickness: 100 nm
Current: 1.0 mA; inner voltage: 10.0 mV
V/I: 10.000 ohm
ln 2: 0.69315; pi/ln 2: 4.5324
Sheet resistance: 45.324 ohm per square
Resistivity: 4.5324e-04 ohm cm
Voltage from 3D image sum: 9.99993 mV
Probe spacing: 1.0 mm; t/s: 1.0e-04
log10 of relative thickness correction: -13645
Test slab t/s: 0.5
Test slab excess, image sum: 0.2645 %
Test slab excess, formula: 0.2645 %
Misused thick-body formula: 6.283 ohm cm
Misused formula / film result: 13863
Network disc diameter/spacing: 14.999
Network V/(Rs I): 0.22921
Disc formula V/(Rs I): 0.22912
Wide-film V/(Rs I): 0.22064
Sample diameter: 100 mm
Edge increase of voltage: 0.0866 %
Edge-corrected resistivity: 4.5284e-04 ohm cm
Position error per probe: 10 micrometre
Position effect, independent errors: 1.61 %
Position effect, worst signs: 2.89 %
Thickness error: 5 nm
Thickness error effect: 5.0 %
Rough carrier density: 5.0e+20 cm^-3
Rough effective mass: 0.35 electron masses
Mobility from resistivity: 27.54 cm2/Vs
Fermi wavenumber: 2.455 nm^-1
Mean free path: 4.45 nm
Fermi energy: 0.656 eV
Thermal energy at 300 K: 0.0259 eV
Surface conductivity loss, formula: 1.669 %
Surface conductivity loss, path average: 1.669 %
Contact radius: 25 micrometre
Rough substrate heat conductivity: 1.0 W/(m K)
Contact heating, one-contact formula: 0.0459 K
Contact heating, both contacts: 0.0475 K
Rough temperature coefficient: 1e-03 per K
Local heating effect: 0.0048 %
Assumed resistance per contact: 1000 ohm
Two contacts in a two-wire reading: 2000 ohm
Meter input resistance: 10 Mohm
Meter current: 1.00 nA
Meter loading effect: 0.0201 %
Assumed thermal voltage: 5 microvolt
Thermal voltage effect: 0.050 %
```
